Matrix elements of Laplacian-dependent functionals without fourth density derivatives

In the outer region of an atom, where the density falls roughly as ρ ∝ exp(−2κr), its Laplacian is (4κ² − 4κ/r)ρ, positive once r exceeds 1/κ. At a nucleus of charge Z the density has a cusp, ρ ≈ ρ₀(1 − 2Zr), and the Laplacian behaves as −4Zρ₀/r. The Laplacian therefore lets a functional distinguish these two regions. The price appears when the orbitals are optimized: if the functional is nonlinear in ∇²ρ, its potential contains the Laplacian of a quantity that already depends on ∇²ρ, and hence fourth derivatives of the density. The matrix elements needed by a basis-set code can be obtained without them.

Hartree atomic units and real functions are used. The shell is closed, the basis functions χ_μ are fixed, and P is the symmetric density matrix. The energy is

E = ∫ f(ρ, σ, l, τ) d³r,

σ = |∇ρ|², l = ∇²ρ, τ = ½ Σ_i n_i |∇φ_i|²,

where n_i are occupations and φ_i orbitals. The partial derivatives of f are written v_ρ, v_σ, v_l and v_τ. The matrix sought is V, defined by dE = Σ_μν V_μν dP_μν.

**First derivation: varying the density matrix**

In the basis,

ρ = Σ P_μν χ_μχ_ν,

τ = ½ Σ P_μν ∇χ_μ·∇χ_ν.

Both are linear in P. So is l, because the Laplacian is linear. For a change dP,

dρ = Σ dP_μν χ_μχ_ν,

dσ = 2∇ρ·∇dρ = 2 Σ dP_μν ∇ρ·∇(χ_μχ_ν),

dl = Σ dP_μν ∇²(χ_μχ_ν),

dτ = ½ Σ dP_μν ∇χ_μ·∇χ_ν.

Inserting these in dE = ∫(v_ρ dρ + v_σ dσ + v_l dl + v_τ dτ) d³r and reading off the factor of dP_μν gives

V_μν = ∫ [v_ρ χ_μχ_ν + 2v_σ ∇ρ·∇(χ_μχ_ν) + v_l ∇²(χ_μχ_ν) + ½v_τ ∇χ_μ·∇χ_ν] d³r.

The Laplacian of the product follows from applying the product rule twice. The first application gives ∇(χ_μχ_ν) = χ_μ∇χ_ν + χ_ν∇χ_μ. Its divergence is

∇²(χ_μχ_ν) = χ_μ∇²χ_ν + χ_ν∇²χ_μ + 2∇χ_μ·∇χ_ν.

The last term has the same form as the τ term, so the two share one weight:

V_μν = ∫ [v_ρ χ_μχ_ν + 2v_σ ∇ρ·∇(χ_μχ_ν) + v_l(χ_μ∇²χ_ν + χ_ν∇²χ_μ) + (½v_τ + 2v_l) ∇χ_μ·∇χ_ν] d³r.   (1)

The highest derivative of a basis function in (1) is the second. The density enters through v_l and its companions, which also need no more than second derivatives.

The same steps hold when the integral is replaced by a sum Σ_g w_g f_g over fixed points and weights. Formula (1), summed on that grid, is then the derivative of the energy that the code really computes, whatever the quadrature error of that energy.

**Second derivation: the orbital operator**

Now start in continuous space and vary one orbital, φ_i → φ_i + η. To first order,

dρ = 2n_i ηφ_i,  dτ = n_i ∇η·∇φ_i.

The derivatives acting on the variation are moved away by partial integration, surface terms being assumed to vanish:

∫ 2v_σ ∇ρ·∇dρ d³r = −∫ dρ 2∇·(v_σ∇ρ) d³r,

∫ v_l ∇²dρ d³r = ∫ dρ ∇²v_l d³r,

∫ v_τ n_i ∇η·∇φ_i d³r = −n_i ∫ η ∇·(v_τ∇φ_i) d³r.

The Laplacian term keeps its sign because two integrations give two minus signs. Together,

dE = 2n_i ∫ η Ôφ_i d³r,

Ôφ = uφ − ½∇·(v_τ∇φ),

u = v_ρ − 2∇·(v_σ∇ρ) + ∇²v_l.

This operator defines the same matrix. If φ_i = Σ C_μ χ_μ and η = Σ c_μ χ_μ, then dP_μν = n_i(c_μC_ν + C_μc_ν), and with V symmetric dE = 2n_i Σ c_μV_μνC_ν. Hence V_μν = ∫χ_μÔχ_ν d³r.

The fourth derivatives sit in ∇²v_l. Since v_l is a function of ρ, σ, l and τ, the chain rule gives

∇²v_l = f_ll ∇²l + f_lρ ∇²ρ + f_lσ ∇²σ + f_lτ ∇²τ + terms quadratic in ∇ρ, ∇σ, ∇l, ∇τ,

with f_ll = ∂²f/∂l² and so on. The first term is f_ll ∇²∇²ρ. The term with ∇²τ adds third derivatives of the orbitals.

To return to (1), write p = χ_μχ_ν and use the two identities

∇·(v_l∇p) = ∇v_l·∇p + v_l∇²p,

∇·(p∇v_l) = ∇p·∇v_l + p∇²v_l.

Subtracting them and integrating over a volume with outward normal n gives Green's identity,

∫ v_l∇²p d³r = ∫ p∇²v_l d³r + ∮ (v_l ∂_n p − p ∂_n v_l) dS.   (2)

With no surface term, ∫p∇²v_l d³r equals ∫v_l∇²p d³r. Undoing the other two partial integrations restores the v_σ and v_τ terms, and the result is (1).

The operator also shows what the shared gradient weight means. The kinetic matrix element is ½∫∇χ_μ·∇χ_ν d³r, so v_τ changes the local inverse mass from 1 to 1 + v_τ. The 2v_l in the weight does not do this. Together with the χ∇²χ terms it forms the multiplicative potential ∇²v_l.

**What each derivation assumes**

The first derivation needs f to be differentiable, the basis functions to have second derivatives (at a nucleus a cusp is allowed), and the integrals in (1) to converge. The second also needs v_l to be twice differentiable, v_σ and v_τ to be differentiable once, and the surface terms to vanish. Three situations show the difference.

*A nuclear cusp.* Slater-type functions can reproduce the cusp, so that l ≈ −4Zρ₀/r. Take f to contain c l²g(ρ), with c constant and g smooth. Then v_l = 2c g l ≈ −a/r, with a = 8cZρ₀g(ρ₀). Exclude a sphere of radius ε around the nucleus. Its normal, pointing out of the integration volume, points towards the nucleus, so the surface term in (2) is

−4πε² [v_l p′ − p v_l′] → 4πa p(0),

because v_l′ ≈ a/ε², while ε²v_l p′ vanishes with ε. The potential therefore contains 4πa times a delta function at the nucleus, which pointwise evaluation of ∇²v_l misses. Formula (1) needs no correction: v_l and ∇²p each diverge no faster than 1/r, and v_ρ, which contains l², no faster than 1/r². The volume element r²dr therefore makes the integral finite.

*The far tail.* Suppose f contains ρ^(4/3)F(q) with q = l/ρ^(5/3). Then v_l = ρ^(−1/3)F′(q). If F′ tends to a nonzero constant and ρ ∝ exp(−2κr), v_l grows as exp(2κr/3). A pair of basis functions that each decay as exp(−αr) gives a convergent integral if 2α > 2κ/3, that is α > κ/3. For more diffuse functions (1) diverges too, and the change of form is no cure. This concerns functions that are absent from ρ. A function that enters ρ with any nonzero weight sets the decay of the tail itself, so that κ ≤ α, and its integral converges.

*A finite sphere, as in the PAW method.* The one-centre terms are integrals over an augmentation sphere, one with all-electron and one with pseudo partial waves, and their difference enters the matrix. Formula (1) applies to each as it stands. The potential form needs the surface term of (2) in each, and also the surface terms left by the partial integrations of the v_σ and v_τ terms. Those of (2) cancel in the difference if p, v_l and their radial derivatives match at the sphere. The other two contain lower derivatives of the density and orbitals. Since v_l′ contains third derivatives of the density, it is sufficient for all these surface terms to cancel that the functions and densities entering the two one-centre terms match through third order. Continuity of value and slope alone does not guarantee this.

For an atomic code with spherical v_l and v_τ, take χ_a = R_a(r)Y and χ_b = R_b(r)Y with the same normalized real harmonic Y of angular momentum ℓ. The angular integral of Y² is 1. The angular integral of the squared angular gradient of Y is ℓ(ℓ+1), by partial integration on the closed unit sphere. With

DR = R″ + 2R′/r − ℓ(ℓ+1)R/r²,

the Laplacian and τ terms of (1) become

∫ r²dr { (½v_τ + 2v_l)[R_a′R_b′ + ℓ(ℓ+1)R_aR_b/r²] + v_l[R_a DR_b + R_b DR_a] }.   (3)

In the v_l part the centrifugal terms are +2ℓ(ℓ+1) from the gradients and −2ℓ(ℓ+1) from the two D terms. They cancel, as they must for a multiplicative potential. In the v_τ part the centrifugal term stays.

**A functional with both ingredients**

Becke–Roussel exchange (BR89) uses l and τ together. For a closed shell, each spin has density ρ_s = ρ/2 and

Q = (1/6)[l/2 − 2γ(τ − σ/(8ρ))].

Define x > 0 by

y(x) = (x − 2)exp(2x/3)/x = Q/(Aρ_s^(5/3)),  A = (2/3)π^(2/3).

The solution is unique, because y runs from −∞ to +∞ and

dy/dx = (2/3)exp(2x/3)[(x − 1)² + 2]/x² > 0.

The energy density per spin is

e = −Bρ_s^(4/3)h(x),  B = ½(8π)^(1/3),

h = [exp(x/3) − exp(−2x/3)(1 + x/2)]/x,

and f = 2e. Both l and τ enter through Q alone. With e_Q = ∂e/∂Q at fixed ρ_s,

v_l = 2e_Q/12 = e_Q/6,

v_τ = −2e_Qγ/3 = −4γv_l.

The shared weight in (1) is then

½v_τ + 2v_l = 2(1 − γ)v_l.

It vanishes at γ = 1, where the v_τ and v_l gradient terms cancel. The calculation below uses γ = 0.8, for which the uniform-gas exchange energy is reproduced to within 0.04%.

This functional is harmless at a cusp. There Q → −∞ as −1/r, so x is small, y ≈ −2/x, and x is proportional to r. Expanding the exponentials to second order gives

h = [(1 + x/3 + x²/18) − (1 − x/6 − x²/9)]/x = ½ + x/6 + …

Hence dh/dy = (dh/dx)/(dy/dx) ≈ (1/6)/(2/x²) = x²/12. Because e_Q = −(B/A)ρ_s^(−1/3) dh/dy, v_l vanishes as r² and leaves no surface term at the nucleus.

**Neon atom**

The example is a free neon atom with BR89 exchange, made self-consistent in the cc-pVTZ basis. Correlation and relativity are left out, and the basis is finite. The total energy is −128.755 hartree, or −3503.6 eV. The exchange energy is −12.288 hartree, against −12.114 hartree for Hartree–Fock in the same basis. Its magnitude is larger by 0.175/12.114 = 1.4% of the Hartree–Fock value, each energy being taken at its own density. These are cc-pVTZ values. In large bases the total energy falls by about 0.027 hartree (0.7 eV) to −128.782 hartree and the exchange energy becomes −12.282 hartree, while the ratio stays near 1.4%.

For the 1s orbital, the exchange contributions to the eigenvalue are, in hartree,

v_ρ: −3.7676

v_σ: −0.5134

v_l with χ∇²χ: +0.2146

v_l with ∇χ·∇χ: −0.4275

v_τ: +0.3420

sum: −4.1519

The Laplacian terms together give 0.2146 − 0.4275 = −0.2129 hartree. The two gradient terms give −0.4275 + 0.3420 = −0.0855 hartree, which is 1 − γ = 0.2 times the v_l gradient term, as the shared weight requires.

For 2p the net Laplacian contribution is much smaller, 0.1002 − 0.1115 = −0.0113 hartree. Adding the τ term, 0.0892, gives 0.0779 hartree. The radial formula (3) gives the same value, and a test confirms the agreement to within 10⁻⁶ hartree. The digits serve to check the identities in this basis. In larger bases the 1s entries move by up to 0.005 hartree, the 2p Laplacian contribution becomes about −0.012 hartree, and the 2p sum about 0.0765 hartree.

The two derivations can be compared directly. For 2p, the integral of v_l∇²p and the integral of p∇²v_l over all space are both −0.01133334 hartree. Inside a sphere of radius 0.997 bohr they differ:

∫ v_l∇²p d³r = 0.01055 hartree,

∫ p∇²v_l d³r = −0.01092 hartree,

surface term = 0.02147 hartree.

The last two add up to the first, as (2) demands. Without the surface term, this one-centre integral would have the wrong sign. In larger bases the three values move by up to 0.001 hartree and keep their signs.

Near the nucleus the pointwise values of ∇²v_l depend strongly on the basis. In cc-pVTZ, at the sampled radii 0.001, 0.01, 0.1 and 0.3 bohr, ∇²v_l is −1.39, 3.69, 0.17 and −0.99 hartree, while v_l stays negative and its magnitude increases from each of these radii to the next, from 4·10⁻⁶ to 4·10⁻³ hartree bohr². The two inner values are artefacts of this Gaussian basis, which has no cusp. With Slater-type functions the four values are about −4.9, −4.2, 0.20 and −0.9 hartree, and v_l ≈ −0.82r² at small r, so that ∇²v_l tends to 6 × (−0.82) = −4.9 hartree. The 1s Laplacian matrix element changes by only about 0.001 hartree between the two kinds of basis.

Formula (1) was also tested against energy differences for a non-spherical density, obtained by rotating the orbitals through a parameter t. Both routes give dE_x/dt = −0.326306 hartree, where E_x is the exchange energy. Leaving out the v_l terms gives −0.326610 hartree.

The effect on self-consistency is clearer. Mixing an occupied orbital i with a virtual orbital a through a small angle θ changes P by 2θ(C_aC_iᵀ + C_iC_aᵀ), where C_i and C_a are coefficient columns, so

dE/dθ = 4F_ai,

where F is the full Fock matrix. At self-consistency F_ai = 0, and the numerical slope for the pair examined is indeed zero within 10⁻⁵ hartree per radian. The v_l terms contribute 0.0625 hartree in magnitude to that F_ai. A Fock matrix without them would therefore report a slope of magnitude 4 × 0.0625 = 0.25 hartree per radian at the true stationary point. Iterating with that incomplete matrix leads to a different density, whose energy, evaluated with the full functional, lies 0.89 millihartree higher. Both numbers belong to cc-pVTZ, and the pair is the one with the largest v_l element. In larger bases that largest element is 0.13 to 0.57 hartree, and the energy penalty grows to 1.3 millihartree in cc-pVQZ and cc-pV5Z and to about 2.5 millihartree in uncontracted or Slater-type sets. The remaining orbitals and radii are listed in the numerical output.

Computed results

```
BR89 gamma = 0.8; basis functions = 30; grid points = 19800
Hydrogen exchange energy = -0.3125000 hartree
Uniform gas: BR89 / exact exchange = 0.99960
v_tau / v_lap from finite differences = -3.20000
Neon: electrons on grid = 10.00000000
Neon: total energy, exchange only = -128.754812 hartree = -3503.597 eV
Neon: BR89 exchange energy = -12.288483 hartree
Neon: Hartree-Fock exchange energy = -12.113549 hartree
Exchange parts of the eigenvalues (hartree):
orb  v_rho  v_sigma  v_lap(a lap b)  v_lap(grad.grad)  v_tau | sum
1s -3.767616 -0.513376 0.214616 -0.427502 0.342002 | -4.151876
2s -1.077686 -0.086213 0.077162 -0.086196 0.068956 | -1.103976
2p -0.994528 -0.067097 0.100168 -0.111502 0.089201 | -0.983757
Eigenvalue 1s = -30.721510 hartree = -835.975 eV
Eigenvalue 2s = -1.339438 hartree = -36.448 eV
Eigenvalue 2p = -0.472019 hartree = -12.844 eV
Laplacian element (hartree): matrix | integral of product * lap v_lap
1s,1s: -0.21288570 | -0.21288570
1s,2s: 0.02700335 | 0.02700335
2s,2s: -0.00903390 | -0.00903390
2p,2p: -0.01133334 | -0.01133334
Sphere of radius 0.9971 bohr (hartree): weak | strong | surface
1s,1s: -0.2128715 | -0.2128856 | 0.0000140
1s,2s: 0.0278686 | 0.0270284 | 0.0008402
2s,2s: 0.0220579 | -0.0080031 | 0.0300609
2p,2p: 0.0105541 | -0.0109158 | 0.0214699
2p Laplacian + tau (hartree): radial 0.07786804, matrix 0.07786804
r (bohr) | rho (bohr^-3) | v_lap (hartree bohr^2) | lap v_lap (hartree)
0.00100 | 5.94076e+02 | -4.15746e-06 | -1.38526e+00
0.01002 | 5.05168e+02 | -9.70733e-05 | 3.69378e+00
0.09997 | 8.65251e+01 | -2.07024e-03 | 1.71504e-01
0.30031 | 4.64460e+00 | -4.35115e-03 | -9.86805e-01
1.00208 | 4.42322e-01 | -9.39668e-03 | -4.06849e-02
2.99539 | 8.31747e-04 | -7.75706e-03 | 1.08069e-03
Non-spherical density, dE_x/dt (hartree):
energy differences -0.32630627, matrix -0.32630627
matrix without v_lap terms -0.32661045
Largest occupied-virtual v_lap element = 0.062543 hartree
dE/dangle for that pair at self-consistency = 2.6e-11 hartree
Energy penalty if v_lap is dropped from Fock matrix = 8.940e-04 hartree
```
